# Escape of isotropic recoils through a planar surface barrier, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one recoil to the escape fraction

### The decision

A calculation of ion-assisted etching can end with a list of atoms that have been set moving inside the solid and have reached its surface with a known energy $E$. Some of them leave and count as removed material. The others are held back by the surface binding and remain. If the calculation has kept the energies but not the directions, one must decide by what factor to multiply the arriving flux. Three candidates suggest themselves: one for every recoil with $E$ above the barrier $U$, or $1-\sqrt{U/E}$, or $1-U/E$. For the zinc example below, with $E=5$ eV and $U=1.4$ eV, they give 1, 0.47 and 0.72. The predicted removal rate changes in the same proportion.

The answer depends on what is isotropic and on what is counted. I start with a single recoil and add directions one stage at a time.

### Setting and conventions

The solid fills $z<0$, and the outward normal points along $+z$. A recoil is a target atom of mass $m$ set moving by a collision. Its kinetic energy just below the surface is $E=mv^2/2$, and $\theta$ is the angle between its velocity and the outward normal. I write $\mu=\cos\theta$, so that a recoil moving outward has $0<\mu\le1$.

The surface is represented by a potential energy $V(z)$ that is zero inside the solid, rises monotonically through a thin layer, and has the constant value $U>0$ outside. It does not depend on $x$ or $y$. This is what "planar barrier" means here. The motion is classical, and the recoil suffers no collision and no friction while it crosses the layer.

### Stage 1: a recoil along the normal

For $\mu=1$ the motion is one-dimensional. The force is $-dV/dz$, so Newton's equation is

$$m\frac{dv_z}{dt}=-\frac{dV}{dz}.$$

Multiplying by $v_z=dz/dt$ turns both sides into time derivatives:

$$\frac{d}{dt}\left(\frac{m v_z^2}{2}\right)=-\frac{dV}{dz}\frac{dz}{dt}=-\frac{dV}{dt}.$$

Hence $mv_z^2/2+V(z)$ is constant. Its value before the barrier is $E$. If $E>U$, the kinetic energy $E-V(z)$ stays positive everywhere, because $V(z)\le U$, and the recoil leaves with energy $E-U$. If $E<U$, there is a depth at which $V(z)=E$. The recoil stops there and is pushed back.

At $E=U$ the recoil has no speed left for moving away, and I count it as retained. The limit $U\to0$ lets every outward recoil leave, as it must.

### Stage 2: a recoil at an angle

Now let the recoil move obliquely. Since $V$ depends on $z$ alone, the force components along $x$ and $y$ vanish, and the velocity parallel to the surface does not change. The kinetic energy splits into two parts,

$$E=\frac{m v_z^2}{2}+\frac{m v_\parallel^2}{2},\qquad v_z=v\mu,\qquad v_\parallel=v\sin\theta .$$

The parallel part cannot be spent on the barrier. The normal part is

$$\varepsilon=\frac{m(v\mu)^2}{2}=E\mu^2 ,$$

and it obeys the one-dimensional argument of Stage 1 with $E$ replaced by $\varepsilon$. The escape condition is therefore

$$E\mu^2>U .$$

For outward motion $\mu$ is positive, so taking the square root gives

$$\mu>\mu_c=\sqrt{\frac{U}{E}} .$$

Because $\mu$ cannot exceed one, the condition can be met only if $E>U$. The escaping directions fill a cone around the normal with half-angle $\theta_c=\arccos\mu_c$. As $E\to U$ from above, the cone closes. As $E/U\to\infty$, $\mu_c\to0$ and the cone opens to the full outward hemisphere.

This stage already settles one practical case. A calculation that knows the direction of each arriving recoil should apply $E\mu^2>U$ to each of them. Multiplying the result by an averaged escape factor as well would charge for the barrier twice.

If the potential had a hump, so that it rose to $V_m>U$ before falling to $U$, the kinetic energy would have to stay positive at the hump. The condition would then be $E\mu^2>V_m$. The monotonic rise assumed here makes $U$ itself the highest value.

### Stage 3: two directions

Before treating all directions, consider two groups of recoils with the same energy and the same number per unit volume $n_0$. The first moves along the normal, with $\mu=1$. The second moves at $60^\circ$ to it, with $\mu=1/2$. Let $U/E$ lie between $1/4$ and $1$. Then the first group passes the barrier, and the second does not, because its normal energy is $E/4$.

Half of the recoils in any small volume near the surface belong to the group that can escape. Yet half is not the escaping fraction of the arrivals. In a time $dt$, the first group reaches the surface from depths up to $v\,dt$, while the second does so from depths up to $v\,dt/2$. The numbers arriving on unit area are $n_0v\,dt$ and $n_0v\,dt/2$. The escaping fraction of the arrivals is

$$\frac{n_0v\,dt}{n_0v\,dt+n_0v\,dt/2}=\frac{1}{1+1/2}=\frac23 .$$

The steep directions are over-represented among arrivals because their normal velocity is larger. This factor $\mu$ is the flux weight, and it is what separates the two non-trivial candidates in the opening question.

### Stage 4: isotropic recoils

Let there be $n$ recoils per unit volume just below the surface, all with energy $E$ and with velocity directions distributed evenly over the sphere. The density must be uniform over the short depth from which recoils arrive during $dt$. That depth shrinks with $dt$, so the requirement is local.

The share of directions in a solid angle $d\Omega=\sin\theta\,d\theta\,d\varphi$ is $d\Omega/4\pi$. Integrating over the azimuth $\varphi$ gives a factor $2\pi$, so the share between $\theta$ and $\theta+d\theta$ is

$$\frac{2\pi\sin\theta\,d\theta}{4\pi}=\frac{\sin\theta\,d\theta}{2}=\frac{d\mu}{2}.$$

In the last form $d\mu$ is taken positive. The minus sign in $d\mu=-\sin\theta\,d\theta$ records only that $\mu$ falls when $\theta$ rises, and it is absorbed by integrating $\mu$ upward.

Recoils with direction $\mu$ arrive from depths up to $v\mu\,dt$. Their number per unit area and time is the density of the group times its normal velocity:

$$dJ=\left(n\frac{d\mu}{2}\right)(v\mu)=\frac{nv}{2}\,\mu\,d\mu ,\qquad 0<\mu\le1 .$$

The total arriving flux is

$$J=\frac{nv}{2}\int_0^1\mu\,d\mu=\frac{nv}{2}\cdot\frac12=\frac{nv}{4}.$$

A layer of depth $v\,dt$ holds $nv\,dt$ recoils per unit area, so one quarter of them arrive during $dt$. One factor of one half comes from the recoils that move inward. The other is the mean of $\mu$ over outward directions.

The inward half of the distribution enters only through the relation between $n$ and $J$. The escape fraction will be a ratio of outward fluxes, and for it isotropy over the outward hemisphere is sufficient.

This distinction matters at a surface with vacuum outside. Recoils that escape do not come back, so the inward directions just below the surface are partly empty and $nv/4$ is too low. If the only inward recoils there are those reflected by the barrier, the outward ones make up a share $1/(1+\mu_c)$ of $n$, and the arriving flux is $nv/[2(1+\mu_c)]$. The relation that holds in either case is $J=n_+v/2$, where $n_+$ is the density of outward-moving recoils alone.

### Stage 5: the escape fraction

For $E>U$, the escaping flux contains the directions from $\mu_c$ to 1:

$$J_{\rm esc}=\frac{nv}{2}\int_{\mu_c}^1\mu\,d\mu=\frac{nv}{2}\cdot\frac{1-\mu_c^2}{2}=\frac{nv}{4}\left(1-\mu_c^2\right).$$

Dividing by $J=nv/4$ and inserting $\mu_c^2=U/E$ gives

$$F(E)=\frac{J_{\rm esc}}{J}=1-\frac UE\quad(E>U),\qquad F(E)=0\quad(E\le U).$$

At $E=U$ the cone has shrunk to the single direction $\mu=1$, which carries no flux in a continuous distribution. The two branches therefore join without a jump.

The limits agree with the earlier stages. For $U\to0$ the fraction tends to one. For fixed $U$ and large $E$ the retained part falls as $U/E$. Just above threshold, writing $E=U(1+\delta)$ with small positive $\delta$,

$$F=1-\frac1{1+\delta}=\frac{\delta}{1+\delta}\approx\delta ,$$

so the escape fraction starts linearly in the excess energy.

$F$ refers to one arrival. A recoil that is turned back may collide again and return to the surface, and that return is a new arrival with its own energy and direction. $F$ is therefore not the probability that a given atom eventually leaves.

### Stage 6: the same result in normal energy

The quantity that pays for the barrier is $\varepsilon=E\mu^2$, so it is natural to ask how the arriving flux is distributed in $\varepsilon$. At fixed $E$,

$$d\varepsilon=2E\mu\,d\mu\quad\Rightarrow\quad \mu\,d\mu=\frac{d\varepsilon}{2E},$$

and the flux element becomes

$$dJ=\frac{nv}{2}\cdot\frac{d\varepsilon}{2E}=\frac{nv}{4}\,\frac{d\varepsilon}{E},\qquad 0<\varepsilon\le E .$$

The normal energy of the arriving flux is uniformly distributed between zero and $E$. The barrier removes the part from zero to $U$, whose share is $U/E$. This gives the result without an angular integral, and it explains why the formula is linear in $U$.

It also gives a way to draw arrival directions in a simulation. If $r$ is a random number uniform on $[0,1]$, then $\varepsilon/E=r$ and $\mu=\sqrt r$. Drawing $\mu$ itself uniformly would reproduce the directions in the volume instead of those in the flux.

### Stage 7: what the unweighted count means

Suppose one takes the outward-moving recoils in a small volume at one instant and asks what share of them point into the escape cone. Each interval $d\mu$ then has equal weight, and the answer is

$$F_0=\int_{\mu_c}^1d\mu=1-\mu_c=1-\sqrt{\frac UE}.$$

If inward and outward recoils are equally numerous, the share over all directions is half of this. These are correct answers to a question about the population of a volume. They do not give the removed share of an arriving flux. The two fractions are related by

$$F=1-\mu_c^2=(1-\mu_c)(1+\mu_c)=(1+\mu_c)F_0 .$$

Their ratio $1+\mu_c$ approaches 2 near threshold and 1 at high energy. The choice of weight therefore matters most, in relative terms, for slow recoils.

### Stage 8: numbers for zinc

Take a zinc surface under low-energy ion bombardment, with $U=1.4$ eV as a rough typical barrier and $E=5$ eV as a chosen recoil energy. Then

$$\frac UE=\frac{1.4}{5}=0.28,\qquad \mu_c=\sqrt{0.28}=0.529,\qquad \theta_c=58.05^\circ ,$$

$$F=1-0.28=0.72,\qquad F_0=1-0.529=0.471 .$$

Of the recoils that arrive, 72% leave. Of those moving outward in a small volume, 47% point into the escape cone. If inward and outward recoils are equally numerous, this is 24% of all recoils in that volume.

The flux weight can be tested without putting it in by hand. For each of several energies, 200,000 recoils were given random directions and random depths within the distance travelled in one time unit. Those that reached the surface in that time were sent through a smooth barrier by stepwise solution of Newton's equation, and the ones that came out were counted. At $E=5$ eV, 49,987 recoils arrived, a share of 0.2499, in agreement with one quarter. The escaping fractions were:

| $E$ (eV) | counted | $1-U/E$ or zero |
|---|---|---|
| 1.3 | 0.0000 | 0.0000 |
| 1.5 | 0.0657 | 0.0667 |
| 2.8 | 0.4920 | 0.5000 |
| 5.0 | 0.7184 | 0.7200 |
| 20.0 | 0.9297 | 0.9300 |

With about 50,000 arrivals, the standard error of a counted fraction $F$ is $\sqrt{F(1-F)/50000}$. At 5 eV this is 0.0020, and the difference of 0.0016 is ordinary. At 2.8 eV it is 0.0022, while the difference is 0.0080, or about 3.6 standard errors. That is unusually large for a single count.

A misplaced threshold in the stepwise motion would not explain it. To lower the fraction by 0.0080 at 2.8 eV, the effective barrier would have to be too high by $0.0080\times2.8=0.022$ eV. The same shift at 1.5 eV would lower the fraction by $0.022/1.5=0.015$, whereas the observed difference there is 0.0010. A chance fluctuation is the likely reading, although this one set of counts does not prove it.

## Second half: beyond the barrier and beyond the model

### What is carried over

Recoils of energy $E$ reach a flat surface from inside at an angle $\theta$ to the outward normal, with $\mu=\cos\theta$. The barrier has height $U$. Parallel velocity is conserved, and escape requires the normal energy $\varepsilon=E\mu^2$ to exceed $U$, or $\mu>\mu_c=\sqrt{U/E}$. For $n$ recoils per unit volume with speed $v$ and isotropic directions, the arriving flux is $dJ=(nv/2)\,\mu\,d\mu$, with total $nv/4$. Its normal energy is uniform on $[0,E]$. The escaping fraction is $F=1-U/E$ for $E>U$ and zero otherwise. In the zinc example $U=1.4$ eV, $E=5$ eV and $F=0.72$.

### Stage 9: directions outside

A recoil that leaves has lost the energy $U$, so outside it has

$$E_1=E-U .$$

Let $\theta_1$ be its outside angle and $\mu_1=\cos\theta_1$. The parallel momentum is $\sqrt{2mE}\sin\theta$ inside and $\sqrt{2mE_1}\sin\theta_1$ outside. Setting them equal and dividing by $\sqrt{2mE_1}$ gives the refraction law

$$\sin\theta_1=\sqrt{\frac{E}{E_1}}\,\sin\theta .$$

Since $E>E_1$, an oblique recoil is bent away from the normal. At the edge of the escape cone, $\sin^2\theta_c=1-\mu_c^2=1-U/E=E_1/E$. This gives $\sin\theta_1=1$: the last recoil to escape leaves along the surface. The internal cone is thus spread over the whole outer hemisphere.

In the example $E_1=5-1.4=3.6$ eV. A recoil arriving at $30^\circ$ leaves at

$$\sin\theta_1=\sqrt{\frac{5}{3.6}}\times0.5=0.589,\qquad \theta_1=36.1^\circ ,$$

and the trajectory computed through the smooth barrier also gives $36.10^\circ$.

To find how the escaping flux is distributed over outside angles, write the conservation of normal energy as

$$E\mu^2=E_1\mu_1^2+U .$$

At fixed $E$, both $E_1$ and $U$ are constants. Differentiating and dividing by 2 gives

$$E\mu\,d\mu=E_1\mu_1\,d\mu_1 .$$

No recoil is lost or created for $\mu>\mu_c$, so the flux element can be rewritten in the outside variable:

$$dJ=\frac{nv}{2}\,\mu\,d\mu=\frac{nv}{2}\,\frac{E_1}{E}\,\mu_1\,d\mu_1,\qquad 0<\mu_1\le1 .$$

The azimuth does not change, so the flux per unit outside solid angle is proportional to $\cos\theta_1$. The escaping atoms obey the same cosine law as the arriving ones. Integrating over $\mu_1$ gives $(nv/4)(E_1/E)=(nv/4)(1-U/E)$, which recovers $F$ from the outside.

The mean outside cosine of a flux with this law is

$$\frac{\int_0^1\mu_1^2\,d\mu_1}{\int_0^1\mu_1\,d\mu_1}=\frac{1/3}{1/2}=\frac23 ,$$

and the counted recoils at 5 eV gave 0.6655.

The cosine law relies on the monotonic barrier. With a hump of height $V_m>U$, escape would require $E\mu^2>V_m$, and then $E_1\mu_1^2=E\mu^2-U>V_m-U$. The most grazing outside directions would be empty.

For isotropic recoils of a single energy $E$ at a planar barrier $U$, the escaping fraction of the arriving flux is $1-U/E$ above threshold and zero otherwise, and the escaping atoms follow a cosine law outside. It remains to average this fraction over a spectrum of energies, to see how it changes when the assumptions are altered one at a time, and to return to the choice of factor.
